\section*{Metal–ligand hopping and ligand splitting in an octahedral cluster}

\section*{Setting and conventions}

In the ligand-field description of core-level spectra, the open $d$ shell of a metal ion exchanges electrons with the $p$ shells of its neighbours. Six ligands carry 18 $p$ orbitals, too many for a convenient many-electron calculation. This problem finds the few combinations that matter, their coupling to the metal, and their energies.

The metal sits at the origin and the ligands at $R\mathbf n$, where $\mathbf n=\pm\hat x,\pm\hat y,\pm\hat z$. The one-electron basis has five $d$ orbitals of energy $\varepsilon_d$ and three orbitals $p_a(\mathbf n)$, $a=x,y,z$, of energy $\varepsilon_p$ on each ligand. The basis is taken as orthonormal. The positive lobe of $p_a(\mathbf n)$ points along $+a$ on every ligand.

Let $\mathbf u$ be the unit vector from the first-named atom of a bond to the second. For $\mathbf u=+\hat z$ the bond integrals are
\begin{align}
pd\sigma&=\langle p_z|H|d_{z^2}\rangle, & pd\pi&=\langle p_x|H|d_{xz}\rangle,\\
pp\sigma&=\langle p_z|H|p_z\rangle, & pp\pi&=\langle p_x|H|p_x\rangle .
\end{align}
The $pp$ integrals refer to adjacent ligands, a distance $\sqrt2R$ apart. Ligands on opposite sides of the metal are called trans pairs; their hopping is neglected until part (e). In the two-centre approximation, $H$ acting within a bond is symmetric about the axis of that bond.

\section*{(a) Hopping along a general bond}

\textbf{Question.} Express the $p$--$d$ and $p$--$p$ matrix elements for any direction $\mathbf u$ through the bond integrals.

\textbf{Solution.} Write a real $d$ orbital as
\begin{equation}
d_Q(\mathbf r)=f(r)\,\mathbf r\cdot Q\mathbf r ,
\end{equation}
with $Q$ a real, symmetric, traceless $3\times3$ matrix. The average of $\hat r_i\hat r_j\hat r_k\hat r_l$ over directions is $(\delta_{ij}\delta_{kl}+\delta_{ik}\delta_{jl}+\delta_{il}\delta_{jk})/15$. The first term drops out because the matrices are traceless, so the overlap of $d_Q$ and $d_{Q'}$ is proportional to $\mathrm{tr}(QQ')$. With a common $f$, orthonormal orbitals correspond to $\mathrm{tr}(QQ')=\delta_{QQ'}$. Three examples are
\begin{align}
Q_{x^2-y^2}&=\tfrac1{\sqrt2}\,\mathrm{diag}(1,-1,0),\qquad
Q_{z^2}=\tfrac1{\sqrt6}\,\mathrm{diag}(-1,-1,2),\\
Q_{xy}&=\tfrac1{\sqrt2}(\hat x\hat y^T+\hat y\hat x^T).
\end{align}

Let $\mathbf e$ run over two unit vectors that complete $\mathbf u$ to an orthogonal frame. The $d$ orbitals with angular momentum 0 and $\pm1$ about the bond are described by
\begin{equation}
Q_u=\frac{3\mathbf u\mathbf u^T-1}{\sqrt6},\qquad
Q_{ue}=\frac{\mathbf u\mathbf e^T+\mathbf e\mathbf u^T}{\sqrt2}.
\end{equation}
For $\mathbf u=\hat z$, $\mathbf e=\hat x$ these are $d_{z^2}$ and $d_{xz}$, so the phases agree with the definitions. The components of a general $Q$ along them are
\begin{equation}
\mathrm{tr}(QQ_u)=\frac{3\,\mathbf u\cdot Q\mathbf u-\mathrm{tr}\,Q}{\sqrt6}
=\sqrt{\tfrac32}\,\mathbf u\cdot Q\mathbf u,\qquad
\mathrm{tr}(QQ_{ue})=\sqrt2\,\mathbf e\cdot Q\mathbf u .
\end{equation}
Axial symmetry couples the $p$ orbital along $\mathbf u$ to $Q_u$ and the one along $\mathbf e$ to $Q_{ue}$. The two remaining $d$ orbitals, with angular momentum $\pm2$, have no $p$ partner. Hence
\begin{equation}
\langle p_a|H|d_Q\rangle=\sqrt{\tfrac32}\,pd\sigma\,u_a(\mathbf u\cdot Q\mathbf u)
+\sqrt2\,pd\pi\sum_{\mathbf e}e_a(\mathbf e\cdot Q\mathbf u).
\end{equation}
Since $\sum_{\mathbf e}e_ae_b=\delta_{ab}-u_au_b$,
\begin{equation}
\langle p_a|H|d_Q\rangle=\sqrt{\tfrac32}\,pd\sigma\,u_a(\mathbf u\cdot Q\mathbf u)
+\sqrt2\,pd\pi\,[(Q\mathbf u)_a-u_a(\mathbf u\cdot Q\mathbf u)].
\label{pd}
\end{equation}
The same decomposition for two $p$ orbitals gives
\begin{equation}
\langle p_a|H|p_b\rangle=pp\sigma\,u_au_b+pp\pi(\delta_{ab}-u_au_b)
=T_{pp}\,u_au_b+pp\pi\,\delta_{ab},
\label{pp}
\end{equation}
where $T_{pp}=pp\sigma-pp\pi$. Reversing $\mathbf u$ changes the sign of (\ref{pd}) but not of (\ref{pp}), so the direction of $\mathbf u$ matters for $p$--$d$ bonds.

\section*{(b) The ligand orbital that a $d$ orbital sees}

\textbf{Question.} For each $d$ orbital, find the normalized ligand combination $L_Q$ to which it couples, and the hopping $V=\langle L_Q|H|d_Q\rangle$.

\textbf{Solution.} The metal lies in the direction $\mathbf u=-\mathbf n$ from the ligand at $R\mathbf n$. Equation (\ref{pd}) then gives the vector of couplings
\begin{equation}
\mathbf h(\mathbf n)=-\sqrt{\tfrac32}\,pd\sigma\,\mathbf n\,(\mathbf n\cdot Q\mathbf n)
-\sqrt2\,pd\pi\,[Q\mathbf n-\mathbf n(\mathbf n\cdot Q\mathbf n)].
\end{equation}
For the $e_g$ orbitals, $x^2-y^2$ and $z^2$, $Q$ is diagonal. Then $Q\mathbf n=\mathbf n(\mathbf n\cdot Q\mathbf n)$ and the $\pi$ term vanishes. For the $t_{2g}$ orbitals, $xy$, $yz$ and $xz$, the diagonal of $Q$ is zero. Then $\mathbf n\cdot Q\mathbf n=0$ and the $\sigma$ term vanishes.

The ligand part of $H|d_Q\rangle$ is $\sum_{\mathbf n,a}h_a(\mathbf n)|p_a(\mathbf n)\rangle$. Any ligand state orthogonal to it has no matrix element with $d_Q$. Normalizing this vector therefore gives $L_Q$, and its length is $|V|$. Each axis contributes two ligands, so
\begin{align}
e_g:\quad V^2&=\tfrac32(pd\sigma)^2\sum_{\mathbf n}(\mathbf n\cdot Q\mathbf n)^2
=\tfrac32(pd\sigma)^2\,2\sum_iQ_{ii}^2=3(pd\sigma)^2,\\
t_{2g}:\quad V^2&=2(pd\pi)^2\sum_{\mathbf n}|Q\mathbf n|^2
=2(pd\pi)^2\,2\sum_{ij}Q_{ij}^2=4(pd\pi)^2 .
\end{align}
Both last steps use $\mathrm{tr}\,Q^2=1$. Choosing the phase of $L_Q$ so that $V$ has the sign of its bond integral gives
\begin{equation}
V_{e_g}=\sqrt3\,pd\sigma,\qquad V_{t_{2g}}=2\,pd\pi .
\label{V}
\end{equation}
Dividing $\mathbf h(\mathbf n)$ by $V$ gives the amplitude vector of $L_Q$ on each ligand:
\begin{equation}
\mathbf c(\mathbf n)=-\frac{\mathbf n(\mathbf n\cdot Q\mathbf n)}{\sqrt2}\ (e_g),\qquad
\mathbf c(\mathbf n)=-\frac{Q\mathbf n}{\sqrt2}\ (t_{2g}).
\label{c}
\end{equation}
Written out,
\begin{align}
L_{x^2-y^2}&=\tfrac12[-p_x(\hat x)+p_x(-\hat x)+p_y(\hat y)-p_y(-\hat y)],\\
L_{z^2}&=\tfrac1{\sqrt3}[-p_z(\hat z)+p_z(-\hat z)]\nonumber\\
&\quad+\tfrac1{\sqrt{12}}[p_x(\hat x)-p_x(-\hat x)+p_y(\hat y)-p_y(-\hat y)],\\
L_{xy}&=\tfrac12[-p_y(\hat x)+p_y(-\hat x)-p_x(\hat y)+p_x(-\hat y)].
\end{align}

A direct sum over bonds shows where the factors come from. The ligand at $+\hat x$ has $\langle p_x|H|d_{x^2-y^2}\rangle=-\frac{\sqrt3}2pd\sigma$ and amplitude $-\frac12$. Four equal products give $4\cdot\frac12\cdot\frac{\sqrt3}2\,pd\sigma=\sqrt3\,pd\sigma$. For $z^2$, each axial bond has strength $pd\sigma$ and each equatorial bond half of that:
\begin{equation}
V_{z^2}=\Big(2\cdot\frac1{\sqrt3}\cdot1+4\cdot\frac1{\sqrt{12}}\cdot\frac12\Big)pd\sigma
=\Big(\frac2{\sqrt3}+\frac1{\sqrt3}\Big)pd\sigma=\sqrt3\,pd\sigma .
\end{equation}
The two $e_g$ orbitals thus reach the same hopping through different sets of bonds. For $xy$, four bonds of strength $pd\pi$ with amplitude $\frac12$ give $2\,pd\pi$.

\section*{(c) What symmetry alone guarantees}

\textbf{Question.} In a real cluster, an electron on one bond also feels the other atoms. Do the factors in (\ref{V}) survive?

\textbf{Solution.} They do if $H$ keeps the full octahedral symmetry and the bond integrals are the actual matrix elements in the cluster. The $d$ orbitals are even under inversion, so they couple to even ligand states. Inversion turns $p_b(\mathbf n)$ into $-p_b(-\mathbf n)$, and the even states are therefore spanned by the nine functions
\begin{equation}
A_{ab}=\tfrac1{\sqrt2}[p_b(\hat a)-p_b(-\hat a)],\qquad a,b=x,y,z .
\end{equation}
Reversing either $\hat a$ or the direction of $p_b$ changes the sign of $A_{ab}$. Under the operations of the cube, $A_{ab}$ hence transforms like the product $a_ib_j$ of two vectors. The diagonal functions contain one invariant, $a_{1g}$, and one pair, $e_g$. The symmetric combinations $A_{ab}+A_{ba}$ with $a\neq b$ form one $t_{2g}$ set, and the antisymmetric ones form a $t_{1g}$ set. Both forms in (\ref{c}) are summarized by
\begin{equation}
L_Q=-\sum_{ab}Q_{ab}A_{ab},
\end{equation}
which transforms exactly as $d_Q$ does.

Since $e_g$ and $t_{2g}$ each occur once among the ligand states, the ligand part of $H|d_Q\rangle$ must equal $V|L_Q\rangle$, with one $V$ per symmetry type. A single bond now fixes it. On the ligand at $-\hat z$, for which $\mathbf u=+\hat z$, the amplitude of $p_z$ in $L_{z^2}$ is $1/\sqrt3$, and that of $p_x$ in $L_{xz}$ is $1/2$. Therefore
\begin{equation}
\langle p_z(-\hat z)|H|d_{z^2}\rangle=\frac{V_{e_g}}{\sqrt3},\qquad
\langle p_x(-\hat z)|H|d_{xz}\rangle=\frac{V_{t_{2g}}}2 .
\end{equation}

This was tested with integrals between Gaussian $p$ and $d$ functions. Functions on different atoms overlap, and here and in part (e) their integrals are used directly, without orthogonalization. Symmetric orthogonalization would preserve the octahedral symmetry and hence the factors $\sqrt3$ and 2, but it would bring in contributions from other atoms and so change the ligand hoppings compared in part (e). With the kinetic-energy operator, which acts as a pure two-centre operator, the ratios $V_{e_g}/pd\sigma$ and $V_{t_{2g}}/pd\pi$ are 1.732051 and 2.000000. They stay the same when the attraction of all seven nuclei is added. What the two-centre approximation supplies is the right to take $pd\sigma$ and $pd\pi$ from an isolated bond. A distortion that lowers the symmetry can split the hoppings, so that one value no longer serves a whole $e_g$ or $t_{2g}$ set. Suppose, for example, that the two ligands on the $z$ axis move outward. In the two-centre approximation, $x^2-y^2$ and $xy$ then keep the factors $\sqrt3$ and 2 relative to the in-plane bond integrals, whereas $z^2$, $xz$ and $yz$ couple through two kinds of bonds.

\section*{(d) The energies of the ligand orbitals}

\textbf{Question.} Find the energies of $L_Q$ for $e_g$ and $t_{2g}$ when electrons also hop between adjacent ligands.

\textbf{Solution.} By part (c), no other ligand state has the symmetry of $L_Q$. Ligand hopping cannot mix it with the remaining 13 ligand states, and its energy is the expectation value
\begin{equation}
\varepsilon_L=\varepsilon_p+\sum_{\mathbf n\perp\mathbf m}
\big\{T_{pp}[\mathbf c(\mathbf n)\cdot\mathbf u][\mathbf u\cdot\mathbf c(\mathbf m)]
+pp\pi\,\mathbf c(\mathbf n)\cdot\mathbf c(\mathbf m)\big\},
\end{equation}
with $\mathbf u=(\mathbf m-\mathbf n)/\sqrt2$. The sum runs over ordered pairs, so each bond is counted twice, once for each of its two conjugate matrix elements.

For $e_g$, let $q_n=\mathbf n\cdot Q\mathbf n$. The vectors $\mathbf c(\mathbf n)$ and $\mathbf c(\mathbf m)$ are perpendicular, so the $pp\pi$ term vanishes. The projections on the bond are
\begin{equation}
\mathbf c(\mathbf n)\cdot\mathbf u=-\frac{q_n}{\sqrt2}\,\frac{\mathbf n\cdot(\mathbf m-\mathbf n)}{\sqrt2}=+\frac{q_n}2,
\qquad \mathbf c(\mathbf m)\cdot\mathbf u=-\frac{q_m}2 .
\end{equation}
Each pair of different axes $i,j$ occurs with four sign choices. Hence
\begin{equation}
\varepsilon_L-\varepsilon_p=-\frac{T_{pp}}4\,4\sum_{i\ne j}Q_{ii}Q_{jj}
=-T_{pp}\big[(\mathrm{tr}\,Q)^2-\mathrm{tr}\,Q^2\big]=+T_{pp}.
\end{equation}

For $t_{2g}$, $\mathbf c(\mathbf n)\cdot\mathbf c(\mathbf m)=\frac12\mathbf n\cdot Q^2\mathbf m$ changes sign with $\mathbf n$, so its sum vanishes. Using $\mathbf n\cdot Q\mathbf n=\mathbf m\cdot Q\mathbf m=0$,
\begin{equation}
\mathbf c(\mathbf n)\cdot\mathbf u=-\tfrac12\,\mathbf n\cdot Q\mathbf m,\qquad
\mathbf c(\mathbf m)\cdot\mathbf u=+\tfrac12\,\mathbf n\cdot Q\mathbf m,
\end{equation}
and therefore
\begin{equation}
\varepsilon_L-\varepsilon_p=-\frac{T_{pp}}4\,4\sum_{i\ne j}Q_{ij}^2=-T_{pp}.
\end{equation}
The result is
\begin{equation}
\varepsilon_L(e_g)=\varepsilon_p+T_{pp},\qquad
\varepsilon_L(t_{2g})=\varepsilon_p-T_{pp}.
\label{eL}
\end{equation}
The splitting between the two ligand levels is $2T_{pp}$; each level moves by $T_{pp}$.

The signs can be read from $L_{x^2-y^2}$ and $L_{xy}$. By (\ref{pp}), $p_x(\hat x)$ and $p_y(\hat y)$ are connected by $-T_{pp}/2$, and so are $p_y(\hat x)$ and $p_x(\hat y)$. In $L_{x^2-y^2}$ the first two have opposite amplitudes, which raises the energy if $T_{pp}>0$. In $L_{xy}$ the second two have equal amplitudes, which lowers it. Thus for $T_{pp}>0$ the $e_g$ ligand orbital is antibonding among the ligands and the $t_{2g}$ one is bonding.

\section*{(e) Corrections to the ligand splitting}

\textbf{Question.} How do trans pairs and the field of the other atoms change (\ref{eL})?

\textbf{Solution.} Let $pp\sigma'$ and $pp\pi'$ be the integrals at distance $2R$. Equation (\ref{c}) gives $\mathbf c(-\mathbf n)=-\mathbf c(\mathbf n)$. In $e_g$ these vectors lie along the trans axis, and in $t_{2g}$ they are perpendicular to it. Because $\sum_{\mathbf n}|\mathbf c(\mathbf n)|^2=1$, the added energies are $-pp\sigma'$ and $-pp\pi'$, and
\begin{equation}
\varepsilon_L(e_g)-\varepsilon_L(t_{2g})=2T_{pp}-(pp\sigma'-pp\pi').
\end{equation}
In the Gaussian test with the kinetic operator, the shifts left after removing these trans terms are $+1.000000$ and $-1.000000$ times $T_{pp}$.

The field of the other atoms has a deeper effect. It gives $p$ orbitals along and across the metal--ligand axis different energies, $\varepsilon_\sigma$ and $\varepsilon_\pi$. It also makes the two adjacent hoppings
\begin{equation}
a=\langle p_x(\hat x)|H|p_y(\hat y)\rangle,\qquad
b=\langle p_y(\hat x)|H|p_x(\hat y)\rangle
\end{equation}
unequal. Each orbital $L_{x^2-y^2}$ or $L_{xy}$ contains four such bonds. On the bond between $+\hat x$ and $+\hat y$ the amplitude product is $-\frac14$ in $L_{x^2-y^2}$ and $+\frac14$ in $L_{xy}$. The other three bonds follow by the reflections $x\to-x$ and $y\to-y$. Each reflection reverses both the hopping and the amplitude product, so all four bonds contribute equally, $-a/4$ or $+b/4$. Counting each bond twice and leaving out trans pairs,
\begin{equation}
\varepsilon_L(e_g)=\varepsilon_\sigma-2a,\qquad
\varepsilon_L(t_{2g})=\varepsilon_\pi+2b .
\end{equation}
Setting $a=b=-T_{pp}/2$ and $\varepsilon_\sigma=\varepsilon_\pi=\varepsilon_p$ recovers (\ref{eL}). For the Gaussian functions $b/a$ is 1.0000 with the kinetic operator and 0.7530 once the nuclei are included. The second value is no estimate for a material. It was obtained with $d$ and $p$ exponents 0.4 and 0.25 bohr$^{-2}$, $R=3.7$ bohr and bare nuclear charges 22 and 8. It moves to 0.71 or 0.79 for a $p$ exponent of 0.20 or 0.30. Because the functions overlap, it also depends on the zero of energy. Only the inequality $a\neq b$ carries meaning; it vanishes if just the two nuclei of the bond are kept. It shows that the symmetric shifts $\pm T_{pp}$ rest on the two-centre approximation, unlike the factors $\sqrt3$ and 2.

\section*{(f) Levels and covalent splitting}

\textbf{Question.} Find the mixed levels and their $d$ weight. How does $T_{pp}$ affect the splitting of the antibonding levels?

\textbf{Solution.} Each $d$ orbital and its $L_Q$ form a closed $2\times2$ problem,
\begin{equation}
\begin{pmatrix}\varepsilon_d&V\\V&\varepsilon_L\end{pmatrix},\qquad
(\varepsilon_d-E)(\varepsilon_L-E)=V^2 .
\end{equation}
With $\delta=(\varepsilon_d-\varepsilon_L)/2$ and $S=\sqrt{\delta^2+V^2}$, completing the square gives
\begin{equation}
E_\pm=\frac{\varepsilon_d+\varepsilon_L}2\pm S .
\label{E}
\end{equation}
For the upper level, the first row of the eigenvalue equation gives $c_L/c_d=(E_+-\varepsilon_d)/V=(S-\delta)/V$. Using $V^2=(S-\delta)(S+\delta)$, the $d$ weight is
\begin{equation}
w=\frac{1}{1+(S-\delta)^2/V^2}=\frac{S+\delta}{2S}=\frac12\Big(1+\frac\delta S\Big).
\end{equation}
Only $V^2$ enters, so the phase of $L_Q$ has no effect on the levels. Differentiating (\ref{E}) at fixed $V$,
\begin{equation}
\frac{\partial E_+}{\partial\varepsilon_L}=\frac12-\frac{\delta}{2S}=1-w>0 .
\end{equation}
A positive $T_{pp}$ therefore raises the antibonding $e_g$ level and lowers the antibonding $t_{2g}$ level, which increases $D=E_+(e_g)-E_+(t_{2g})$.

For $|V|\ll\delta$, $S\simeq\delta+V^2/(2\delta)$. With $\Delta=\varepsilon_d-\varepsilon_p$ this gives
\begin{equation}
D\simeq\frac{3(pd\sigma)^2}{\Delta-T_{pp}}-\frac{4(pd\pi)^2}{\Delta+T_{pp}} .
\label{pert}
\end{equation}
In the opposite limit, $\delta\to0$, the levels lie at $\varepsilon_d\pm|V|$ with equal $d$ and ligand weight.

A nearly filled shell can equally be described with holes. Since $c_i^\dagger c_j=\delta_{ij}-c_jc_i^\dagger$, the one-particle matrix for holes is minus that for electrons, up to transposition. The ligand shifts in (\ref{eL}) and the signs of $V$ then reverse together.

\section*{(g) A numerical case}

\textbf{Question.} Evaluate the levels for $\varepsilon_p=0$, $\varepsilon_d=3$ eV, $pd\sigma=-1.5$ eV, $pd\pi=0.7$ eV, $pp\sigma=0.6$ eV and $pp\pi=-0.15$ eV. These are round model values.

\textbf{Solution.} The ingredients are $T_{pp}=0.6+0.15=0.75$ eV, $V_{e_g}=-1.5\sqrt3=-2.598$ eV and $V_{t_{2g}}=1.4$ eV. The ligand levels lie at $\pm0.75$ eV, a splitting of 1.5 eV. Then
\begin{align}
E_+(e_g)&=1.875+\sqrt{1.125^2+2.598^2}=4.706\ \text{eV},\\
E_+(t_{2g})&=1.125+\sqrt{1.875^2+1.4^2}=3.465\ \text{eV},
\end{align}
and $D=1.241$ eV. The bonding partners lie at $-0.956$ and $-1.215$ eV. Diagonalizing the full 23-orbital matrix, with adjacent ligand hopping included, gives the same levels. The $d$ weights of the antibonding levels are 0.699 for $e_g$ and 0.901 for $t_{2g}$: the $e_g$ level is the more covalent, as its larger $|V|$ and smaller distance to the ligand level require.

Without ligand hopping the antibonding levels are 4.500 and 3.552 eV, and $D=0.948$ eV. Ligand hopping thus adds 0.293 eV, although it does not touch the $d$ orbitals directly. The derivative in part (f) accounts for this. At $T_{pp}=0$, $\delta=1.5$ eV and $S$ is 3.0 eV for $e_g$ and 2.052 eV for $t_{2g}$, so $1-w$ is 0.25 and 0.134. To first order the increase is $0.75\,(0.25+0.134)=0.29$ eV. The closeness of this sum to the full result owes something to cancellation. The $e_g$ level actually rises by $4.706-4.500=0.206$ eV, against $0.19$ eV to first order. The $t_{2g}$ level falls by $3.552-3.465=0.087$ eV, against $0.10$ eV. The second-order terms raise both levels, and for these parameters they are of similar size, so they nearly cancel in $D$.

The weak-hopping formula (\ref{pert}) gives $6.75/2.25-1.96/3.75=2.48$ eV, twice the true model value. It fails because $|V_{e_g}|$ exceeds $\delta=1.125$ eV. With hopping this strong, the $2\times2$ problem must be solved in full.

The splitting $D$ is the covalent part of the ligand-field splitting in this one-electron model. Electrostatic crystal-field terms and the Coulomb interactions that produce multiplets are left out. The numerical output below lists the model parameters and the resulting levels.

\section*{Numbers as computed}
\begin{verbatim}
GAUSSIAN TESTS (dimensionless ratios)
V_eg/pd_sigma, kinetic operator   1.732051
V_t2g/pd_pi, kinetic operator     2.000000
V_eg/pd_sigma, with nuclei        1.732051
V_t2g/pd_pi, with nuclei          2.000000
eg ligand shift/T_pp, no trans    1.000000
t2g ligand shift/T_pp, no trans   -1.000000
pi/sigma-type hopping, kinetic    1.0000
pi/sigma-type hopping, nuclei     0.7530
MODEL INPUT
e_d - e_p                         3.00 eV
pd_sigma                          -1.50 eV
pd_pi                             0.70 eV
pp_sigma                          0.60 eV
pp_pi                             -0.15 eV
MODEL RESULTS (energies from e_p = 0)
T_pp                              0.750 eV
V_eg                              -2.598 eV
V_t2g                             1.400 eV
ligand eg energy                  0.750 eV
ligand t2g energy                 -0.750 eV
ligand splitting eg - t2g         1.500 eV
bonding eg level                  -0.956 eV
bonding t2g level                 -1.215 eV
antibonding eg level              4.706 eV
antibonding t2g level             3.465 eV
d weight, antibonding eg          0.699
d weight, antibonding t2g         0.901
covalent splitting                1.241 eV
antibonding eg, no pp hopping     4.500 eV
antibonding t2g, no pp hopping    3.552 eV
covalent splitting, no pp hopping 0.948 eV
\end{verbatim}
